# Permittivity of an Insulator Filled with Ten Percent Conducting Spheres

## Problem

An insulating matrix of relative permittivity $\varepsilon_m$ contains identical, perfectly conducting spheres of radius $a$. The spheres are electrically neutral, do not touch one another, and occupy a fraction $f$ of the volume. Their arrangement is cubic or, on average, isotropic. The field varies slowly enough for electrostatics to apply.

(a) Estimate by scaling how much the spheres raise the permittivity.

(b) Derive the effective permittivity $\varepsilon_{\rm eff}$ in the Maxwell Garnett approximation, in which each sphere responds as a dipole to the mean field of its surroundings. Show that $f=0.10$ raises the permittivity by one third.

(c) Compare the two results, and find what the approximation leaves out for silver spheres in a silicone-rubber film.

SI units are used, with fields in MV/cm and small lengths in nm.

## First estimate by scaling

In a field $E$, charge moves to the two ends of each sphere until the field inside vanishes. The surface charge density needed is of order $\varepsilon_0\varepsilon_mE$. It covers an area of order $a^2$, and the opposite charges are a distance of order $a$ apart. The dipole moment is therefore

$$p\sim \varepsilon_0\varepsilon_mE\,a^3 ,$$

that is, $\varepsilon_0\varepsilon_mE$ times the sphere volume, up to a numerical factor. Dipole moment per unit volume of composite is then of order $f\varepsilon_0\varepsilon_mE$. Compared with the matrix displacement $\varepsilon_0\varepsilon_mE$, this gives

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}-1\sim f=0.1 .$$

The estimate shows that neither the radius nor $\varepsilon_m$ matters for the relative rise. It cannot supply the numerical factor.

## Solution in the Maxwell Garnett approximation

**One sphere.** Let the sphere sit in a uniform field $E_L$ along $z$, with its centre at the origin and its potential chosen as zero. Outside, the potential must obey Laplace's equation and approach $-E_Lr\cos\theta$ far away. The functions $r\cos\theta$ and $\cos\theta/r^2$ both obey that equation, so we try

$$\phi=\left(-E_Lr+\frac{B}{r^2}\right)\cos\theta .$$

No $1/r$ term appears because the sphere is neutral. The condition $\phi(a)=0$ gives $B=E_La^3$. A dipole $p$ in the matrix has the potential $p\cos\theta/(4\pi\varepsilon_0\varepsilon_mr^2)$, and comparison gives

$$p=4\pi\varepsilon_0\varepsilon_ma^3E_L .$$

The radial field is

$$E_r=-\frac{\partial\phi}{\partial r}=E_L\left(1+\frac{2a^3}{r^3}\right)\cos\theta ,$$

so the field at the pole $r=a$, $\theta=0$ is $3E_L$.

**Many spheres.** With $n$ spheres per unit volume, $f=4\pi a^3n/3$, and the dipole moment per unit volume is

$$P=np=4\pi na^3\,\varepsilon_0\varepsilon_mE_L=3f\varepsilon_0\varepsilon_mE_L. \tag{1}$$

**The local field.** The field $E_L$ acting on a sphere differs from the macroscopic field $E$, the average over the whole composite. To relate them, draw a large ball around the chosen sphere. Outside the ball, the other dipoles may be replaced by the smooth polarization $P$. Inside it, the smooth polarization must be removed and the individual dipoles put back.

Removing it leaves a cavity. The outward normal of the polarized material points into the cavity, so the cavity wall carries the charge density $-P\cos\theta$. A charge in direction $\theta$ produces at the centre a $z$ field proportional to $-\cos\theta$. The two minus signs cancel, and the wall contributes

$$\frac{1}{4\pi\varepsilon_0\varepsilon_m}\int P\cos^2\theta\,d\Omega
=\frac{P}{4\pi\varepsilon_0\varepsilon_m}\,\frac{4\pi}{3}
=\frac{P}{3\varepsilon_0\varepsilon_m}.$$

The individual dipoles inside the ball contribute a field at the centre proportional to $\sum(3z^2-r^2)/r^5$. In a cubic arrangement $x$, $y$ and $z$ are equivalent, so $z^2$ may be replaced by $r^2/3$ and the sum vanishes. For an isotropic arrangement of equal dipoles it vanishes on average. Hence

$$E_L=E+\frac{P}{3\varepsilon_0\varepsilon_m}. \tag{2}$$

Inserting (1) gives $E_L=E+fE_L$, or

$$E_L=\frac{E}{1-f}. \tag{3}$$

**The effective permittivity.** The charge on the spheres acts as a polarization charge $-\nabla\cdot P$ in a medium of permittivity $\varepsilon_m$. The macroscopic displacement, whose sources are the electrode charges, is therefore $\varepsilon_0\varepsilon_mE+P$. By definition it equals $\varepsilon_0\varepsilon_{\rm eff}E$. Dividing by $\varepsilon_0\varepsilon_mE$ and using (1) and (3),

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}
=1+\frac{3f}{1-f}=\frac{1+2f}{1-f}. \tag{4}$$

For $f=0.10$,

$$\frac{\varepsilon_{\rm eff}}{\varepsilon_m}=\frac{1.2}{0.9}=\frac43 ,$$

which is the required rise of one third. Conversely, a rise of one third requires $3f/(1-f)=1/3$, hence $9f=1-f$ and $f=1/10$. No other fraction gives it.

**A second case: spheres of finite permittivity.** Let the spheres have permittivity $\varepsilon_i$. Inside, take a uniform field $E_i$; outside, multiply the conductor's dipole term by a factor $b$. Continuity of the potential and of the normal displacement at $r=a$ requires

$$E_i=(1-b)E_L,\qquad \varepsilon_iE_i=\varepsilon_m(1+2b)E_L .$$

Eliminating $E_i$ gives $\varepsilon_i-\varepsilon_m=b(\varepsilon_i+2\varepsilon_m)$, so

$$b=\frac{\varepsilon_i-\varepsilon_m}{\varepsilon_i+2\varepsilon_m}.$$

Equation (1) becomes $P=3bf\varepsilon_0\varepsilon_mE_L$, equation (2) is unchanged, and $f$ is replaced by $bf$ in (4). Equal permittivities give $b=0$ and no effect. The limit $\varepsilon_i\to\infty$ gives $b=1$ and restores the conductor.

## Comparison

The relative rise given by (4), $1/3$, exceeds the scaling estimate of $0.1$ by a factor $10/3$, which has two parts:

$$\frac13=f\times3\times\frac{1}{1-f}=0.1\times3\times\frac{10}{9}.$$

The factor 3 comes from the spherical shape. A surface charge $P_s\cos\theta$ on a sphere produces an inside field $-P_s/(3\varepsilon_0\varepsilon_m)$, by the same integral as for the cavity. To cancel $E_L$, it needs $P_s=3\varepsilon_0\varepsilon_mE_L$, three times the density assumed in the estimate. The factor $10/9$ is the local-field enhancement. Without it, the dilute formula $1+3f$ gives 1.30 instead of 1.333.

**How good is the dipole approximation?** For a simple cubic array, Laplace's equation can be solved numerically without the local-field argument. The potential is written as a sum of harmonics that vanish on the sphere, and the symmetry conditions on the cell faces are fitted by least squares. At $f=0.10$ both the sphere's dipole and the flux through a cell face give a ratio of 1.33356. This is 0.00023 above the Maxwell Garnett value.

The field at the pole is more sensitive. Equation (3) predicts $3/(1-f)=3.33$ times the mean field, while the array gives 3.54 for a mean field along a cube edge. The array's dipole corresponds to a local-field factor of 1.112, which accounts for 3.34; the rest comes from higher multipoles.

**Random positions.** In a random suspension some spheres lie close together and polarize each other strongly. Let $R$ be the centre distance of a pair in units of $a$. Let $A(R)$ be the polarizability per sphere, averaged over pair orientations and divided by that of an isolated sphere. If every position with $R>2$ is equally likely, a sphere has on average $4\pi na^3R^2dR=3fR^2dR$ neighbours in the interval $dR$. Multiplying the relative extra polarizability by the dilute rise $3f$ gives the correction

$$\Delta\left(\frac{\varepsilon_{\rm eff}}{\varepsilon_m}\right)=9f^2\int_2^\infty R^2\,[A(R)-1]\,dR .$$

A numerical multipole solution for two spheres gives $1.51f^2$, or 0.015 at $f=0.10$. The ratio becomes about 1.348, so to this order the rise is about 35% instead of 33.3%. Terms of order $f^3$ beyond Maxwell Garnett are not included, and they are not negligible beside the correction itself: the crowding of hard spheres near contact in an equilibrium suspension alone raises 0.015 to about 0.018.

**Where the formula must fail.** Equation (4) diverges only at $f=1$. Equal spheres in a simple cubic array already touch when $a$ is half the cell edge, at $f=(4\pi/3)(1/2)^3=\pi/6\approx0.52$. Conducting paths then cross the material, and it is no longer an insulator. Chains of touching spheres can do the same at lower $f$, so the condition that the spheres do not touch is essential.

## Silver spheres in a silicone-rubber film

Take spheres of radius 1000 nm in a film 100 µm thick, with a rough matrix permittivity of 3.0. The composite permittivity is $3.0\times4/3=4.0$. The capacitance per area, $\varepsilon_0\varepsilon/d$ for thickness $d$, rises from 26.6 to 35.4 pF/cm² at fixed thickness.

An applied field of 0.020 MV/cm corresponds to 200 V across the film. The local field is $0.020/0.9=0.0222$ MV/cm, and the pole field is three times that, 0.0667 MV/cm. With a rough matrix breakdown strength of 0.20 MV/cm, the poles reach this strength at an applied field of $0.20/3.33=0.060$ MV/cm. For a field along a cube edge, the cubic-array solution lowers this to 0.056 MV/cm.

These inputs are typical of the materials only in a rough sense, and the model idealizes the film in several ways:

- **Electrodes.** Sphere centres cannot lie closer than $a$ to an electrode. Suppose a layer of thickness $a$ at each electrode is empty, the total amount of metal being held fixed. The layers occupy a fraction $s=2a/d=0.02$ of the thickness, and the core has sphere fraction $f/(1-s)$. Adding the layers as capacitors in series lowers the ratio by 0.0015, to 1.332. This leaves out the image of each sphere in the electrode. For a sphere centre at height $h$, the image dipole lies at a distance $2h$ and raises the sphere's dipole by a relative amount of about $a^3/(4h^3)$. Averaged over random heights $h>a$ at both electrodes, this raises the ratio by about $3fa/(4d)\approx0.0008$. The point-dipole form is too low near contact (0.19 against 0.28 at $h=1.1a$), and the full series of images gives about 0.0010. The two effects are similar in size and opposite in sign, so the sign of the net shift is not settled here.
- **Metal.** Field penetration over a rough screening length of 0.1 nm, modelled as a vacuum shell around a perfect conductor, lowers the ratio by 0.0003. At 1 kHz and a rough conductivity of $6\times10^7$ S/m, the finite conductivity changes the dipole by a relative amount of order $10^{-14}$.
- **Leakage.** For a rough matrix conductivity of $10^{-12}$ S/m, the leakage current is $6\times10^{-6}$ of the displacement current at 1 kHz. For field emission at the pole of a well-separated sphere, a triangular barrier of roughly 3 eV gives a tunnelling factor of order $e^{-5000}$. The field weakens away from the pole, which widens the barrier and makes the factor smaller still, so this emission is negligible.

Of the departures estimated here, close pairs of spheres have the largest effect. To order $f^2$, random pairs move the ratio by only about 0.015, but they matter much more for the local field. For two spheres aligned with the field and separated by a 100 nm gap, the mean gap field is 13.7 times the distant field. If the distant field is the applied 0.020 MV/cm, that is 0.27 MV/cm; with the local field of 0.0222 MV/cm used above for a single sphere, it is 0.30 MV/cm. Both lie above the matrix strength used here. By symmetry, a single sphere 50 nm from a flat electrode has the same gap field. Whether so narrow a gap breaks down at the bulk strength is not settled by this calculation. The values of 0.056 and 0.060 MV/cm are therefore rough estimates for evenly spaced spheres away from the electrodes. The array value changes with the direction of the field, rising to 0.061 MV/cm along a face diagonal and 0.062 MV/cm along a body diagonal, and both values assume that the bulk strength also applies close to a pole. They are not a safe working field for a random film. Larger clusters could also raise the permittivity further; their effect has not been estimated.

The remaining digits are given in the numerical output.

## Calculated quantities

```
Volume fraction f: 0.10
Maxwell Garnett permittivity ratio: 1.333333
Relative rise: 33.333 %
Dilute formula ratio 1+3f: 1.3000
Cubic array, ratio from dipole: 1.33356
Cubic array, ratio from flux: 1.33356
Cubic array minus Maxwell Garnett: 0.00023
f=0.02: array 1.06122, formula 1.06122
f=0.05: array 1.15790, formula 1.15789
Dilute array (f=0.001), rise divided by f: 3.0030
Local field / mean field, formula: 1.1111
Local field / mean field, array: 1.1119
Pole field / mean field, formula: 3.3333
Pole field / mean field, array: 3.5415
Matrix permittivity (rough input): 3.0
Composite permittivity: 4.000
Sphere radius: 1000 nm
Cubic cell edge: 3473 nm
Gap between neighbours in cubic array: 1473 nm
Film thickness: 100 um
Capacitance per area, matrix: 26.56 pF/cm2
Capacitance per area, composite: 35.42 pF/cm2
Applied field: 0.020 MV/cm; voltage: 200 V
Local field: 0.0222 MV/cm
Pole field, formula: 0.0667 MV/cm
Matrix breakdown strength (rough input): 0.20 MV/cm
Applied field with pole at breakdown: 0.0600 MV/cm
Same limit from cubic array: 0.0565 MV/cm
Random pairs, extra coefficient of f^2: 1.51
Random pairs, shift of ratio: 0.0151
Ratio with random-pair shift: 1.3485
Close pair, gap: 100 nm
Close pair, mean gap field / far field: 13.71
Close pair, gap field for applied field: 0.274 MV/cm
Ratio with sphere-free electrode layers: 1.3318
Electrode-layer shift of ratio: -0.0015
Metal screening length (rough input): 0.1 nm
Field-penetration shift of ratio: -3.33e-04
Frequency: 1000 Hz
Metal conductivity (rough input): 6.0e+07 S/m
Finite-conductivity defect of dipole: 8.3e-15
Matrix conductivity (rough input): 1.0e-12 S/m
Matrix leakage / displacement current: 6.0e-06
Emission barrier (rough input): 3.0 eV
Triangular barrier width at pole: 450 nm
Field-emission tunnelling exponent: 5324
```
